# Heat of adduct formation from dimeric trimethylaluminium and the Al–N binding enthalpy

**Q.** I am looking at a model calorimetry problem. A hydrocarbon solution at 298.15 K contains trimethylaluminium, 0.10 mol of aluminium per litre, and trimethylamine is added to 0.15 mol/L. The heat released is 82.5 kJ per mole of adduct. One Al–N link forms per adduct, and apart from the excess amine nothing else is left at the end, so I take 82.5 kJ/mol as the Al–N binding enthalpy. What could be wrong with that?

**A.** The final state is as you say. The trouble is the initial state. In this solution the acid is present almost entirely as the dimer Al$_2$Me$_6$, in which two methyl groups bridge the aluminium atoms. The reaction you measured is

$$\tfrac12\,\mathrm{Al_2Me_6}+\mathrm{NMe_3}\rightarrow \mathrm{Me_3Al{\cdot}NMe_3}.$$

A binding enthalpy refers to a different reaction, in which free monomer meets free amine. Let me define two dissociation enthalpies, both positive and both for the same phase and temperature:

$$\mathrm{Me_3Al{\cdot}NMe_3}\rightarrow\mathrm{AlMe_3}+\mathrm{NMe_3},\qquad \Delta H=D_b,$$

$$\mathrm{Al_2Me_6}\rightarrow 2\,\mathrm{AlMe_3},\qquad \Delta H=D_d.$$

The fragments are relaxed to their own equilibrium structures. $D_b$ is therefore not the energy of pulling the adduct apart at frozen geometry.

**Q.** Then write the measured reaction in terms of those two.

**A.** Go through free monomer. Making one mole of monomer from half a mole of dimer costs $D_d/2$. Joining it to the amine releases $D_b$. With $q$ the heat released per mole of adduct, counted positive,

$$\Delta H=+\frac{D_d}{2}-D_b,\qquad q=-\Delta H=D_b-\frac{D_d}{2}.$$

Solving for the binding enthalpy gives

$$D_b=q+\frac{D_d}{2}.$$

The model has $D_d=85$ kJ/mol and $D_b=125$ kJ/mol, rough typical values for this acid and amine. Hence $q=125-42.5=82.5$ kJ/mol. Your reading is too small by 42.5 kJ/mol, which is 34% of $D_b$.

**Q.** But perhaps the amine attacks the dimer directly and free monomer never appears. Why charge me for a step that does not happen?

**A.** At constant pressure, with no work other than expansion, the heat equals the enthalpy change, and enthalpy is a function of state. The monomer route is a way of calculating the difference between two end states. It makes no claim about the mechanism. The bridges present at the start are absent at the end, whatever the order of events.

**Q.** If a whole dimer has to be opened, why not add the whole of $D_d$?

**A.** Because one dimer supplies two adducts. Per mole of dimer consumed the heat is

$$2D_b-D_d=2(125)-85=165\ \text{kJ/mol}.$$

Dividing by two adducts returns 82.5 kJ/mol. Adding a whole $D_d$ to a heat already expressed per adduct would give about 167.5 kJ/mol, as far above $D_b$ as your value is below it. The basis of each molar quantity must be written down: $D_d$ is per mole of dimer, $q$ and $D_b$ are per mole of adduct.

**Q.** Suppose I add too little amine. Half the aluminium stays dimeric. Surely the correction is then smaller?

**A.** Let us count without assuming the answer. Let $m_0$ and $d_0$ be the initial amounts of free monomer and dimer, $m$ and $d$ the final amounts, and $a$ the amount of adduct. The 1:1 adduct is taken to be the sole new species. Aluminium is conserved:

$$m_0+2d_0=m+2d+a.$$

Moving the monomer terms to one side and dividing by two gives the dimer consumed,

$$d_0-d=\frac{a+m-m_0}{2}.$$

Now choose free monomer and free amine as the zero of enthalpy. Each mole of dimer then contributes $-D_d$ and each mole of adduct $-D_b$. The total heat released is the initial enthalpy minus the final one:

$$Q=(-D_d d_0)-(-D_d d-D_b a)=D_b a-D_d(d_0-d).$$

Insert the dimer consumed and divide by $a$:

$$q=\frac{Q}{a}=D_b-\frac{D_d}{2}\left[1-\frac{m_0-m}{a}\right].$$

The amount of amine has no place of its own in this formula. What matters is how much of the adduct's aluminium came from the pool of free monomer. If $|m_0-m|\ll a$, the half stands, even when most of the dimer is left over.

**Q.** How much free monomer is there in my solution?

**A.** The dimer equilibrium tells us. Take an ideal dilute solution, a standard state of 1 mol/L, and one litre, so that amounts in moles equal concentrations in mol/L. With the model's dissociation entropy of 150 J/(mol K),

$$K_d=\frac{m^2}{d}=\exp\left(-\frac{D_d}{RT}+\frac{\Delta S_d}{R}\right)\approx e^{-34.29+18.04}\approx 8.8\times10^{-8}\ \text{mol/L}.$$

Since nearly all the aluminium is dimeric, $d_0\approx0.10/2=0.050$ mol/L, and

$$m_0\approx\sqrt{(8.8\times10^{-8})(0.050)}\approx6.6\times10^{-5}\ \text{mol/L}.$$

That is a fraction $6.6\times10^{-4}$ of the aluminium. With excess amine, essentially all of it ends in the adduct, so $(m_0-m)/a\approx6.6\times10^{-4}$. The general formula raises the heat by $42.5\times6.6\times10^{-4}\approx0.03$ kJ/mol, to 82.53 kJ/mol.

With 0.05 mol/L amine, 0.0500 mol/L of adduct forms and half the dimer remains. The heat is 82.52 kJ/mol. The hundredths have no chemical significance with such rough inputs; they show how little the amine dose matters here.

**Q.** You used the bookkeeping to predict the heat. Can the heat be found without it?

**A.** Yes, from the free energy. For a closed mixture at equilibrium, $G/T=H/T-S$. Differentiate with respect to $1/T$ at constant pressure:

$$\frac{d(G/T)}{d(1/T)}=H+\frac1T\frac{dH}{d(1/T)}-\frac{dS}{d(1/T)}=H.$$

The last two terms cancel because $dH=T\,dS$ at constant pressure. This remains true while the composition shifts with temperature: the extra term in $dH$ is $\sum_i\mu_i\,dn_i$, with $\mu_i$ the chemical potentials, and it vanishes for changes along a reaction at equilibrium. In the dilute model the solvent's thermal expansion is neglected.

One finds the equilibrium composition from $K_d$ and from

$$K_b=\frac{a}{mf}=\exp\left(\frac{D_b}{RT}-\frac{\Delta S_b}{R}\right),$$

where $f$ is free amine and $\Delta S_b=130$ J/(mol K) is the adduct's dissociation entropy. The free energy is then differentiated numerically before and after mixing, and the difference of the two enthalpies is the heat.

A demanding case is a hot, dilute solution at 370 K, with $1.0\times10^{-3}$ mol/L of aluminium and half as much amine. Initially 16.9% of the aluminium is monomeric. The free-energy derivative gives 87.078 kJ/mol of adduct, and so does the general formula. The simple expression gives 82.5 kJ/mol and is 4.6 kJ/mol too low. The half is thus an approximation for a strongly dimerized acid, whereas the aluminium balance covers both cases.

**Q.** If I want only to rank two amines against trimethylaluminium, do I need $D_d$ at all?

**A.** Not if both experiments start from the same dimeric acid under the same conditions and free monomer is negligible. For amines 1 and 2,

$$q_1-q_2=\left(D_{b,1}-\frac{D_d}{2}\right)-\left(D_{b,2}-\frac{D_d}{2}\right)=D_{b,1}-D_{b,2}.$$

Give the second amine $D_b=110$ kJ/mol. Its heat is 67.5 kJ/mol, against 82.5 for the first. The difference is 15 kJ/mol, the same as the difference in binding enthalpies. The individual values are offset; their spacing is sound.

**Q.** And if I keep the amine and change the acid?

**A.** Then the offset may change. Compare an acid that is monomeric in solution, with $D_b=90$ kJ/mol, a value in the rough regime of trimethylgallium. No dimer has to be opened, so its heat is the full 90 kJ/mol. The aluminium acid releases 82.5 kJ/mol although its binding enthalpy is 125. Ranked by raw heat, the acids come in the wrong order.

For this dimeric acid the reversal requires

$$D_{b,\mathrm{Al}}-\frac{D_d}{2}<D_{b,\mathrm{mono}}<D_{b,\mathrm{Al}},$$

or $82.5<D_{b,\mathrm{mono}}<125$ kJ/mol. The chosen 90 lies only 7.5 above the lower edge, and a 10% error in either binding enthalpy could remove the reversal. The example shows that raw heats can misorder acids. It does not establish that the measured heats of these two do so.

**Q.** Could the correction be larger than the binding enthalpy? Then the mixture would cool.

**A.** It could, for a weak donor. The sign changes at $D_b=D_d/2=42.5$ kJ/mol. Take $D_b=35$ kJ/mol, keep the same entropies, and add 1 mol/L of donor. The heat released is

$$q\approx35-42.5=-7.5\ \text{kJ/mol of adduct},$$

so heat is absorbed. The donor nevertheless binds the monomer exothermically. Reading this heat as a binding enthalpy would give even the wrong sign.

**Q.** Why does any adduct form if it costs enthalpy?

**A.** Equilibrium is governed by free energy. Starting from no adduct at all, the first traces lower $G$ because the chemical potential of a very dilute species falls without limit as its concentration goes to zero. The equilibrium amount here is only $1.45\times10^{-5}$ mol/L. The absorbed heat is about

$$(1.45\times10^{-5}\ \text{mol})(7.5\times10^3\ \text{J/mol})\approx0.11\ \text{J}$$

per litre. In a real experiment the heat of dissolving and diluting a mole of donor would have to be subtracted very accurately to see it. The ideal model sets that heat to zero.

**Q.** I also work with heated precursor lines. Does the same half apply to the vapour?

**A.** Only while the vapour is dimeric. Let $\alpha$ be the fraction of aluminium present as monomer and $P$ the total pressure of the acid vapour before mixing. One mole of aluminium gives $\alpha$ moles of monomer and $(1-\alpha)/2$ moles of dimer, in total $(1+\alpha)/2$. The partial pressures are therefore

$$p_m=\frac{2\alpha}{1+\alpha}P,\qquad p_d=\frac{1-\alpha}{1+\alpha}P.$$

With $K_p=p_m^2/p_d$, which has the unit of pressure,

$$K_p=\frac{4\alpha^2P}{(1+\alpha)(1-\alpha)}=\frac{4\alpha^2P}{1-\alpha^2}.$$

Multiplying out gives $K_p=\alpha^2(K_p+4P)$, and the positive root is

$$\alpha=\sqrt{\frac{K_p}{K_p+4P}}.$$

Heating raises $K_p$, since dissociation is endothermic, and lowering $P$ also raises $\alpha$. If all the acid becomes adduct, then per mole of aluminium $a=1$, $m_0=\alpha$ and $m=0$. The general formula becomes

$$q=D_b-(1-\alpha)\frac{D_d}{2}.$$

For the vapour I keep the same two enthalpies and use a dimer dissociation entropy of 180 J/(mol K) at 1 bar. At $P=1$ Torr the model gives:

| Temperature (K) | Monomer fraction | Heat (kJ/mol adduct) |
|---:|---:|---:|
| 330 | 0.128 | 87.9 |
| 360 | 0.425 | 100.5 |
| 400 | 0.889 | 120.3 |
| 450 | 0.992 | 124.7 |

At 400 K, for example, $q=125-0.111\times42.5=120.3$ kJ/mol. Adding a full 42.5 to that heat would now overcorrect. Minimizing the vapour's Gibbs energy directly gives the same monomer fractions, and its temperature derivative gives the same heats.

**Q.** So the binding got stronger on heating?

**A.** No. $D_b$ was held at 125 kJ/mol throughout. The heat rises because less dimer remains to be opened when the amine arrives. Part of the dissociation enthalpy has already been supplied by the heater.

**Q.** How far would you trust these numbers for a real line?

**A.** As estimates with named omissions. The enthalpies are rough typical values for trimethylaluminium and trimethylamine, and using one set for solution and vapour ignores differences in solvation. A pressure of 1 Torr and temperatures of 330–450 K are meant to represent a heated line. In the middle of the table the monomer fraction is very sensitive to the rough dimer parameters. At 360 K, with $D_b$ fixed, changing $D_d$ by ±4 kJ/mol moves the heat between about 91 and 112 kJ/mol, and changing the dimer entropy by ±10 J/(mol K) moves it between about 93 and 110. The table shows the trend; its digits belong to the model only. The table also assumes that the dimer has had time to reach equilibrium. The extreme bound is gas that arrives still fully dimeric: then $\alpha=0$ and the heat at 450 K would be 82.5 instead of 124.7 kJ/mol, a change of about 42. That bound is unlikely to be approached at 450 K. With the model's $K_p$ and an assumed association rate constant of $10^{-13}$ cm$^3$/s, detailed balance gives a dissociation time of about 2 µs there, and of milliseconds at 330 K.

Constant enthalpies are another approximation. When two nonlinear fragments separate, six vibrations of the complex become three translations and three rotations. These add $3R$ to the heat capacity, and the extra mole of ideal gas adds another $R$ at constant pressure. Treated as harmonic, the lost vibrations remove between zero, if frozen, and $6R$, if classical. With all other modes unchanged, each dissociation thus has $\Delta C_p$ between $-2R$ and $+4R$. For $D_b-D_d/2$ the extreme combinations are $-4R$ and $+5R$. From 298.15 to 450 K they shift it by between −5.1 and +6.3 kJ/mol. The accompanying change in $\alpha$ is not included. Nor is the range a strict bound for these molecules: methyl groups that rotate more freely in the monomer than in the complex, and the torsion about the Al–N bond, are hindered rotors and could add a further 1–2 kJ/mol.

Incomplete binding is a smaller matter in this model. With an adduct dissociation entropy of 160 J/(mol K) at 1 bar and 1 Torr of amine left free at 450 K, the ratio of free monomer to adduct is $5.3\times10^{-4}$. This depends on the excess amine and on the rough entropy: an entropy of 180 J/(mol K) raises the ratio to about $6\times10^{-3}$, and with the original 160 a 1:1 mixture at 1 Torr total pressure converts about 98% of the acid. The heat per mole of adduct actually formed changes very little.

**Q.** What if the acid is drawn from liquid during the measurement?

**A.** Then the cycle needs another step. Take rough vapour pressures of 9 Torr at 293 K and 760 Torr at 400 K. Treating the vapour as ideal and dimeric, with a constant vaporization enthalpy,

$$\Delta H_{\mathrm{vap}}=\frac{R\ln(760/9)}{1/293-1/400}\approx40\ \text{kJ/mol of dimer}.$$

Half of this, about 20 kJ/mol, is charged to each adduct. A dimeric liquid feeding a gas-phase reaction would then release roughly $82.5-20=62$ kJ/mol. The vapour is not wholly dimeric: at 400 K and 760 Torr the model makes about 13% of the molecules monomer, and using dimer partial pressures gives about 39 kJ/mol of dimer and a heat of about 63 kJ/mol. Condensation of the adduct would release heat and push the other way; it is not included.

The amine matters too. Trimethylamine has no N–H bond. An amine that has one can eliminate methane with the aluminium alkyl, and the heat of that reaction would be mixed with the heat of adduct formation.

**Q.** Then what should I report for my original solution?

**A.** Report the measured quantity first: 82.5 kJ/mol of adduct, or 19.7 kcal/mol, for dimeric acid plus amine, both already dissolved in that solvent. In a real experiment, any heat of dissolving or diluting the added amine must be subtracted before this step. Then state the dimer dissociation enthalpy used, for the same solvent and temperature, and add half:

$$D_b=82.5+\frac{85}{2}=125\ \text{kJ/mol}\approx29.9\ \text{kcal/mol}.$$

In this model the sum recovers a value that was put in. In a real measurement it would carry the uncertainty of both terms: an error of 4 kJ/mol in $D_d$ shifts $D_b$ by 2 kJ/mol, however good the calorimeter is. The numerical output below lists the values for the main cases we discussed.

## Table of computed values

```
SOLUTION MODEL (rough parameters)
temperature: 298.15 K
total aluminium: 0.10 mol/L
dimer dissociation enthalpy D_d: 85.00 kJ/mol dimer
Al-N binding enthalpy D_b: 125.00 kJ/mol adduct
dimer dissociation entropy, 1 mol/L: 150.00 J/mol/K
adduct dissociation entropy, 1 mol/L: 130.00 J/mol/K
half of D_d: 42.50 kJ/mol adduct
simple heat D_b - D_d/2: 82.50 kJ/mol adduct
initial monomer fraction: 6.62e-04
heat, 0.15 mol/L amine: 82.528 kJ/mol adduct
same heat: 19.72 kcal/mol adduct
heat, 0.05 mol/L amine: 82.516 kJ/mol adduct
adduct, 0.05 mol/L amine: 0.0500 mol/L
heat per dimer consumed: 165.00 kJ/mol dimer
recovered D_b: 125.028 kJ/mol
recovered D_b: 29.88 kcal/mol
wrong D_b if whole D_d added: 167.53 kJ/mol
error if nothing added: 34.0 % of D_b
HOT DILUTE SOLUTION
T = 370 K, Al = 1.0e-03 mol/L, amine = 5.0e-04 mol/L
initial monomer fraction: 0.169 
heat from free energy: 87.078 kJ/mol adduct
heat from general formula: 87.078 kJ/mol adduct
COMPARISONS AT 298.15 K
second amine, D_b: 110.00 kJ/mol
second amine, heat: 67.53 kJ/mol
heat difference of amines: 15.00 kJ/mol
monomeric acid, D_b (rough GaMe3 regime): 90.00 kJ/mol
monomeric acid, heat: 90.00 kJ/mol
weak donor, D_b: 35.00 kJ/mol
weak donor, heat released (1 mol/L donor): -7.49 kJ/mol
weak donor, adduct formed: 1.45e-05 mol/L
VAPOUR MODEL (rough parameters, full conversion)
total acid vapour pressure: 1.00 Torr
dimer dissociation entropy, 1 bar: 180.00 J/mol/K
adduct dissociation entropy, 1 bar: 160.00 J/mol/K
T = 330 K: monomer fraction 0.128, heat 87.94 kJ/mol adduct
T = 360 K: monomer fraction 0.425, heat 100.54 kJ/mol adduct
T = 400 K: monomer fraction 0.889, heat 120.28 kJ/mol adduct
T = 450 K: monomer fraction 0.992, heat 124.67 kJ/mol adduct
NEGLECTED EFFECTS
free monomer/adduct at 450 K, 1 Torr free amine: 5.3e-04
heat-capacity shift of D_b - D_d/2, 298.15 to 450 K: -5.1 to 6.3 kJ/mol
rough vapour pressures: 9 Torr at 293 K, 760 Torr at 400 K
vaporization enthalpy from them: 40.4 kJ/mol dimer
vaporization cost per adduct: 20.2 kJ/mol adduct
```
